# Pulse-Top Voltage for Filling Traps in Charge Pumping: Weak Inversion

A silicon transistor with a 5 nm oxide needs a gate pulse reaching 0.918 V above flat band to half-fill midgap interface traps at 10 kHz. At 1 MHz the pulse top lasts one hundredth as long, yet the required voltage is only 1.072 V. Each factor of ten in time has cost about 77 mV, whereas \((kT/q)\ln 10\) at 300 K is 59.5 mV. Two things need explaining: why the cost is logarithmic, and where the extra factor of 1.3 comes from.

## The pulse and the traps

In charge pumping, the gate of an n-channel MOSFET is pulsed between accumulation and inversion, with source, drain and substrate here at the same potential. At the pulse top, interface traps capture electrons supplied by source and drain. At the base they capture holes from the substrate. Each electron that recombines in this way carries one elementary charge per cycle, and the resulting direct current counts the traps.

Gate voltages \(V\) are measured from flat band. The frequency is \(f\), and the flat pulse top lasts \(t=D/f\) with \(D\) held fixed. The surface electron and hole densities per volume are \(n_s\) and \(p_s\), the surface band bending is \(\psi_s\), positive towards inversion, and \(u=kT/q\).

A trap at energy \(E\) from midgap has electron occupancy \(\theta\). With one capture coefficient \(c=\sigma v\) for both carriers, where \(\sigma\) is the cross-section and \(v\) the thermal velocity,

\[
\frac{d\theta}{dt}=c\,n_s(1-\theta)-c\,n_1\theta-c\,p_s\theta+c\,p_1(1-\theta),
\]

\[
n_1=n_i e^{E/kT},\qquad p_1=n_i e^{-E/kT}.
\]

The terms are electron capture, electron emission, hole capture and hole emission. In the example \(\sigma=10^{-15}\) cm², \(v=10^7\) cm/s, \(n_i=10^{10}\) cm⁻³, the doping is \(N_A=3\times10^{17}\) cm⁻³ and \(D=0.4\). The base lies 1 V below flat band. There the hole density exceeds \(N_A\), so holes are captured at a rate above \(cN_A=3\times10^9\) s⁻¹ and every pulse starts with empty midgap traps.

At the top, electron capture dominates if \(n_s\gg n_1,\ p_1,\ p_s\). For a midgap level \(n_1=p_1=n_i\). Since \(p_s=n_i^2/n_s\), the condition \(n_s\gg n_i\) covers all three.

## First derivation: solve for the voltage

**Capture.** With the three small terms dropped,

\[
\frac{d\theta}{1-\theta}=c\,n_s\,dt .
\]

Integration from \(\theta=0\) at constant \(n_s\) gives \(-\ln(1-\theta)=c\,n_s t\). To reach a chosen fraction \(\theta_0\) in the time \(t=D/f\), the surface must supply

\[
n_s=\frac{a f}{cD},\qquad a=\ln\frac{1}{1-\theta_0}.
\]

The required density is proportional to frequency. For half filling at 1 MHz,

\[
n_s=\frac{0.693\times10^6}{10^{-8}\times0.4}=1.73\times10^{14}\ \text{cm}^{-3}.
\]

**Band bending.** Deep in the substrate the electron density is \(n_i^2/N_A\). The channel is in equilibrium with source and drain, and the electrons are non-degenerate, so Boltzmann statistics give

\[
n_s=\frac{n_i^2}{N_A}e^{\psi_s/u}
\quad\Longrightarrow\quad
\psi_s=u\ln\frac{a f N_A}{cD\,n_i^2}.
\]

Multiplying \(f\) by ten adds \(u\ln10=59.5\) mV to \(\psi_s\), whatever the values of \(a\), \(c\) and \(D\). This is the origin of the logarithm. At 1 MHz, \(\psi_s=0.02585\ln(5.20\times10^{11})=0.697\) V. Weak inversion extends from \(\phi_F=u\ln(N_A/n_i)=0.445\) V to \(2\phi_F=0.890\) V, so the surface is well inside it.

**Gate voltage.** Let \(x\) run from the interface into the silicon. In weak inversion the electrons contribute negligibly to the space charge, and Poisson's equation with holes and acceptors is

\[
\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-\psi/u}\right).
\]

Multiply by \(2\,d\psi/dx\). The left side becomes \(d[(d\psi/dx)^2]/dx\). Integrating from the neutral bulk, where \(\psi\) and its slope vanish, to the surface gives the square of the surface field \(F_s\):

\[
F_s^2=\frac{2qN_A}{\varepsilon_s}\left[\psi_s+u\left(e^{-\psi_s/u}-1\right)\right]
\simeq\frac{2qN_A}{\varepsilon_s}(\psi_s-u).
\]

The exponential has been dropped because \(\psi_s/u\) exceeds 20 here. The displacement \(\varepsilon_sF_s\) continues into the oxide and produces the voltage \(\varepsilon_sF_s/C_{ox}\) across it. Hence

\[
V=\psi_s+\gamma\sqrt{\psi_s-u},\qquad
\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}}.
\]

With \(\gamma=0.457\) V\(^{1/2}\), the 1 MHz value is \(0.697+0.457\sqrt{0.672}=1.072\) V.

**Slope.** Differentiation gives

\[
m\equiv\frac{dV}{d\psi_s}=1+\frac{\gamma}{2\sqrt{\psi_s-u}} .
\]

The second term is \(C_d/C_{ox}\), because the depletion capacitance per area is

\[
C_d=\frac{d(\varepsilon_sF_s)}{d\psi_s}=\frac{\sqrt{2q\varepsilon_sN_A}}{2\sqrt{\psi_s-u}} .
\]

Over one frequency decade,

\[
V(10f)-V(f)=\int_{\psi_s}^{\psi_s+u\ln10}m\,d\psi
\simeq m\,\frac{kT}{q}\ln10 ,
\]

with \(m\) taken at the middle of the interval. Between 100 kHz and 1 MHz the midpoint is \(\psi_s=0.668\) V. There \(m=1+0.457/(2\sqrt{0.642})=1.285\), and the step is \(1.285\times59.5=76.5\) mV. One decade lower, \(m=1.299\) and the step is 77.3 mV. The slope falls slightly with frequency because the depletion layer widens and \(C_d\) drops.

**Finite edges.** If \(n_s\) varies during the pulse, the integrated capture law becomes \(-\ln(1-\theta)=c\int n_s\,dt\), so the edges add to the effective top time. At a time \(\tau\) away from the flat top, on an edge of slope \(s\), the gate is lower by \(s\tau\) and \(n_s\) is lower by the factor \(e^{-s\tau/(mu)}\). Each edge therefore adds

\[
\int_0^\infty e^{-s\tau/(mu)}d\tau=\frac{mu}{s}.
\]

For two edges of duration \(t_e\), with \(s=(V_{top}-V_{base})/t_e\),

\[
t_{eff}=t+\frac{2mu\,t_e}{V_{top}-V_{base}} .
\]

For 100 ns edges at 1 MHz this adds about 3 ns to 400 ns, which lowers the required voltage by 0.3 mV. The effect is larger for a 10 ns top with the same edges: the formula falls from 1.1929 V to 1.1844 V.

## Second derivation: rescale the time

The same slope follows without solving the rate equation or finding \(V\) itself. This argument also allows several kinds of trap and includes the charge they collect.

Let kind \(j\) have sheet density \(N_j\), capture coefficient \(c_j\) and occupancy \(\theta_j\), and let \(N=\sum_jN_j\theta_j\) be the density of trapped electrons. All levels are deep enough for emission to be ignored, and the pulse is square. Charge balance reads

\[
V=\psi_s+\frac{Q_d(\psi_s)+qN}{C_{ox}},
\]

where \(Q_d\) is the magnitude of the depletion charge and \(V\) is referred to flat band with empty traps. Compare two pulses at the same stage of filling, that is, at equal \(N\). Then

\[
dV=\left(1+\frac{1}{C_{ox}}\frac{dQ_d}{d\psi_s}\right)d\psi_s
=\left(1+\frac{C_d}{C_{ox}}\right)d\psi_s=m\,d\psi_s .
\]

The oxide and the depletion layer act as a capacitive divider. A gate voltage higher by \(\delta\) bends the bands by \(\delta/m\) more, provided \(m\) is nearly constant over the range involved. The surface density then rises by a common factor at every stage of filling:

\[
n_s(V+\delta,N)=\lambda\,n_s(V,N),\qquad \lambda=e^{\delta/(mu)} .
\]

Let \(\theta_j(t)\) be the filling at gate voltage \(V\), governed by \(d\theta_j/dt=c_jn_s(V,N)(1-\theta_j)\). Define \(\Theta_j(t)=\theta_j(\lambda t)\). By the chain rule,

\[
\frac{d\Theta_j}{dt}=\lambda c_j n_s(V,N)(1-\Theta_j)=c_jn_s(V+\delta,N)(1-\Theta_j),
\]

with \(N\) evaluated from the \(\Theta_j\). This is the rate equation at the voltage \(V+\delta\), with the same empty start, so \(\Theta_j\) is its solution. Raising the voltage by \(\delta\) runs the same filling history \(\lambda\) times faster.

A tenfold frequency leaves one tenth of the time. The filling at the end of the top is unchanged if \(\lambda=10\), which gives

\[
\delta=m\,\frac{kT}{q}\ln10 .
\]

## What each derivation assumes

Both need empty traps at the start, capture rates proportional to \(n_s\), negligible emission, and a channel in equilibrium with its contacts. They differ in the rest.

The first gives the voltage itself, and so shows what shifts the line while hardly changing its slope. Going from 50% to 99% filling raises \(a\) from \(\ln2\) to \(\ln100\), a factor of 6.64. At 1 MHz this moves the voltage up by about \(mu\ln6.64=62\) mV, from 1.072 V to 1.134 V. A capture coefficient ten times smaller moves it as much as a decade of frequency does. The first derivation follows the variation of \(m\) and handles the edges, but it neglects the trapped charge.

The second requires \(m\) to be nearly constant and fails to include edges of fixed duration, which do not scale with the period. In return, it shows which capacitance belongs in \(m\). Trapped charge is the same at each frequency when the filled fraction is fixed, so it shifts the voltage but adds no trap capacitance \(C_{it}\). This was tested with \(3\times10^{11}\) cm⁻² midgap traps, whose charge lowers the band bending as they fill. At 1 MHz the half-fill voltage rose by 20.9 mV, while the slope over the upper decade was 76.5 mV, as without the charge. Adding to \(m\) the capacitance of the same number of traps spread over 0.5 eV would have given 84.8 mV.

The factor \(m\) also governs the subthreshold swing of the drain current, but that current follows the sheet density of electrons, roughly \(n_su/F_s\), instead of \(n_s\). Since \(F_s\propto\sqrt{\psi_s-u}\), the sheet density grows a little more slowly than \(n_s\), and the swing is larger by a factor of about \(1+u/[2(\psi_s-u)]\), or 2%. Integrating the electron density over depth gives 78.2 mV per decade for the upper range, against 76.5 mV for the trap rule. A measured swing gives \(m\) to this accuracy if interface traps contribute little to it.

A numerical solution of the four-process equation over a full cycle, with 100 ns edges and electrons included in Poisson's equation, tests the first derivation as a whole. The required voltage is defined there as the one that pumps half the charge pumped at a 2 V top. It comes out at 0.9182, 0.9953 and 1.0716 V for 10 kHz, 100 kHz and 1 MHz. The formula with edges gives 0.9180, 0.9953 and 1.0716 V. The 0.2 mV difference at 10 kHz has the size expected from neglected emission: \(n_i/n_s=0.006\) there, and \(0.006\,mu\) is 0.2 mV. For the 10 ns top the solution gives 1.1845 V, in agreement with the edge correction.

## Where the rule fails

**Shallow levels and low frequencies.** If electron emission is kept, the equation at the pulse top is \(d\theta/dt=cn_s-c(n_s+n_1)\theta\), with the solution

\[
\theta(t)=\frac{n_s}{n_s+n_1}\left[1-e^{-c(n_s+n_1)t}\right].
\]

When \(cn_1t\gg1\), half filling requires \(n_s=n_1\), and frequency drops out. The trap then follows the Fermi level and no longer runs against the clock. A level 0.2 eV above midgap has \(n_1=2.3\times10^{13}\) cm⁻³, so \(cn_1t\) is 9 at 10 kHz and 0.9 at 100 kHz. The numerical solution gives a rise of only 9 mV over that decade. For the midgap level the margin \(n_s=10n_i\) is reached at 577 Hz, and below that frequency emission matters increasingly.

**A continuous distribution.** The rule describes a given level. For equal trap densities from −0.5 to +0.5 eV, the voltage at half the total plateau signal rises by 59 mV per decade on average between 10 kHz and 1 MHz. A level contributes fully only if electron capture at the top outruns both kinds of emission, which requires \(|E|<kT\ln(n_s/n_i)\). The plateau counts a window of levels set by emission during the edges, whose duration is fixed here. At long top times, half height therefore means that the first range covers half the second. This fixes \(n_s\) independently of frequency, and the slope tends to zero. The value of 59 mV is an average over a changing slope. Nothing in this argument ties it to \((kT/q)\ln10\), so their closeness appears accidental and is no sign that \(m=1\).

**Strong inversion.** Electrons add the term \(u\,n_s/N_A\) to \(\psi_s-u\) in the expression for \(F_s^2\). Once \(n_s\) exceeds \(N_A\), their charge screens the gate. The next tenfold rise in \(n_s\) above \(\psi_s=2\phi_F\) costs 125 mV. With ideal square pulses this threshold would be reached at 1.7 GHz, far above the range of the example.

## Beside a real transistor

The oxide thickness, the doping and a gate length of 0.25 µm are rough typical values for a quarter-micron silicon technology. The cross-section is a round value, and real ones may differ by orders of magnitude. This shifts the voltage and also moves the frequency below which emission spoils the rule, in proportion to the cross-section. One assumption that real interfaces clearly break is that of a single level: their traps are spread in energy, and in this model a flat spread lowers the half-height slope from 77 mV per decade to 54 and 65 mV in the two decades, 59 mV on average with 100 ns edges and 52 mV with 10 ns edges. Reading the rule from a total current therefore requires a way to isolate deep levels.

Other corrections to the slope are smaller for these numbers. An estimate of quantum confinement in a triangular well, with both sets of silicon valleys, adds 1.7 mV per decade at the classical field, and 1 to 2 mV, depending on how the valleys are weighted, once a finite oxide barrier and the resulting rise in band bending are included. Confinement shifts the voltage itself much more, upwards by roughly 40 to 60 mV at 1 MHz if capture is normalised to its zero-field value, and by about 0.2 V if the cross-section is referred to the electron density at the interface plane itself, so the voltages quoted above are those of a classical long-channel model and their last digits serve only to compare formula and simulation. Electrons diffuse into the channel in about 6 ps, and \(10^{10}\) cm⁻² traps demand less than 1% of the available supply. The \(3\times10^{11}\) cm⁻² of the trapped-charge test, while still empty, would lower the mean electron density by about 13% at this gate length, worth up to about 5 mV in voltage; that test assumed a channel in equilibrium and left this out. In the long-channel model, a gate 10 µm wide holds on average only 0.4 channel electrons at the 1 MHz condition, so \(n_s\) is a time average; the electrons are exchanged far faster than the traps fill. The oxide field stays below 2 MV/cm, well under the rough 10 MV/cm of breakdown. The source and drain junctions raise the band bending near the ends of the gate. In a two-dimensional estimate with junctions 50 to 100 nm deep, this lowers the 1 MHz voltage by roughly 60 to 75 mV at a gate length of 0.25 µm, but raises the slope by only 1 to 2 mV per decade. Lateral variations of doping and oxide charge are left out.

Temperature matters more. At 398 K, with \(m=1.33\) at the 1 MHz condition, the rule gives 105 mV per decade. However, \(n_i\) has risen steeply. With the band gap held at its 300 K value it is \(3.2\times10^{12}\) cm⁻³, and the margin \(n_s=10n_i\) is reached only at 210 kHz. The gap of silicon in fact narrows on heating, which brings \(n_i\) to about \(5\times10^{12}\) cm⁻³ and this frequency to about 320 kHz. A hot measurement of midgap traps must run above roughly the higher figure for the rule to apply. The numerical output lists the remaining values.

## Calculated quantities

```
Inputs: T 300 K, oxide 5.0 nm, N_A 3.0e+17 cm^-3
n_i 1.0e+10 cm^-3, sigma 1.0e-15 cm^2, v 1.0e+07 cm/s
Duty 0.40, edge 100 ns, base -1.0 V
kT/q 25.852 mV; (kT/q)ln10 59.53 mV
C_ox 0.6906 uF/cm^2; gamma 0.4569 V^0.5
phi_F 0.4451 V; 2 phi_F 0.8902 V
f 10 kHz: top 40.00 us, n_s 1.733e+12 cm^-3, psi_s 0.5784 V
  V_top: no edges 0.9180, with edges 0.9180, simulated 0.9182 V
f 100 kHz: top 4.00 us, n_s 1.733e+13 cm^-3, psi_s 0.6379 V
  V_top: no edges 0.9953, with edges 0.9953, simulated 0.9953 V
f 1000 kHz: top 0.40 us, n_s 1.733e+14 cm^-3, psi_s 0.6974 V
  V_top: no edges 1.0719, with edges 1.0716, simulated 1.0716 V
10-100 kHz: m 1.2994 (Poisson 1.2994), rule 77.35, simulated 77.17 mV/decade
100-1000 kHz: m 1.2852 (Poisson 1.2852), rule 76.50, simulated 76.26 mV/decade
99% fill, 100 kHz: formula 1.0583, simulated 1.0584 V
99% fill, 1 MHz: formula 1.1340, simulated 1.1340 V
Short top 10 ns, 1 MHz: no edges 1.1929, with edges 1.1844, simulated 1.1845 V
Level +0.2 eV, 10-100 kHz: 9.12 mV/decade
Flat traps, half height, 10 kHz-1 MHz: 59.45 mV/decade
Trap charge test, 3.0e+11 cm^-2: V_top shift at 1 MHz 20.9 mV
  slope 76.53; if C_it were added to m 84.79 mV/decade
Drain-current swing, same range: 78.16 mV/decade
Frequency where n_s = N_A: 1.73 GHz
Next decade above threshold: 125.3 mV
Frequency where n_s = 10 n_i: 577 Hz
n_i/n_s at 10 kHz: 5.77e-03
n_s/N_c at 1 MHz: 6.15e-06
Quantum confinement, 100-1000 kHz: +1.73 mV/decade
Gate L 0.25 um, W 10 um, D_n 10 cm^2/s, traps 1e+10 cm^-2
Channel diffusion time 6.3 ps; trap demand/supply 0.0061
Layer thickness 1.04 nm; mean channel electrons at 1 MHz 0.449
Oxide field: top 0.75, base 1.74 MV/cm
Tunnel transmission at top (3.1 eV, 0.4 m_e): 9.6e-25
At 398 K: n_i 3.17e+12, n_s at 1 MHz 1.50e+14 cm^-3
  m 1.326, rule 104.7 mV/decade, n_s = 10 n_i at 210 kHz
```
